# The Band Tail of One-Dimensional Gaussian White Noise: a program that tests the result

```python
"""
Band tail of a particle in one-dimensional Gaussian white noise.
H = -d2/dx2 + V, <V(x)V(x')> = g delta(x-x'), level at -eps = -kappa^2.
Result under test: the cheapest well is -2 kappa^2 sech^2(kappa x), and
the number of states per length below -eps is
    N = (kappa/pi) exp(-S),   S = 8 eps^(3/2) / (3 g),   for large S.
With units: s = hbar^2/2m (eV nm^2), gamma = noise strength (eV^2 nm),
g = gamma/s^2, eps = |E|/s.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal, eigh
from scipy.optimize import minimize_scalar
from scipy.special import airy

rng = np.random.default_rng(12345)


def grid(half_length, step):
    n = int(round(2 * half_length / step))
    return (np.arange(n) - n / 2 + 0.5) * step


def ground(potential, step, s=1.0, vector=False):
    """Lowest level of -s d2/dx2 + V by finite differences, hard walls."""
    diagonal = 2 * s / step**2 + potential
    off = np.full(len(potential) - 1, -s / step**2)
    if vector:
        e, psi = eigh_tridiagonal(diagonal, off, select='i',
                                  select_range=(0, 0))
        return e[0], np.abs(psi[:, 0])
    return eigh_tridiagonal(diagonal, off, eigvals_only=True, select='i',
                            select_range=(0, 0))[0]


def exponent(eps, g):
    return 8 * eps**1.5 / (3 * g)


def log_states(eps, g):
    """ln N from the mean passage length of the Riccati variable (u = v^2)."""
    d = g / 2
    top = exponent(eps, g)
    vmax = np.sqrt(4 * np.sqrt(eps) + (480 * d)**(1 / 3))
    v = np.linspace(0, vmax, 20001)
    f = np.exp((eps * v**2 - v**6 / 12) / d - top)
    integral = (f.sum() - 0.5 * (f[0] + f[-1])) * (v[1] - v[0])
    return -top - np.log(2 * np.sqrt(np.pi / d) * integral)


# ---- the sech^2 well: level and cost --------------------------------------
h = 0.02
x = grid(15, h)
kappa0 = 1.3
well = -2 * kappa0**2 / np.cosh(kappa0 * x)**2
level = ground(well, h)
cost_ratio = np.sum(well**2) * h / kappa0**3
assert abs(level / -kappa0**2 - 1) < 1e-3      # finite-difference error
assert abs(cost_ratio - 16 / 3) < 1e-6
print("Dimensionless checks (hbar^2/2m = 1)")
print(f"sech^2 well, kappa = {kappa0}: level = {level:.4f}, "
      f"-kappa^2 = {-kappa0**2:.4f}")
print(f"its cost int V^2 / kappa^3 = {cost_ratio:.5f}")

# ---- completed square on a well that is not optimal -----------------------
v_test = -3 * np.exp(-x**2) + 0.8 * np.exp(-2 * (x - 1.2)**2)
e_test, psi = ground(v_test, h, vector=True)
inner = np.abs(x) < 6
z = np.gradient(np.log(psi[inner]), h)
z_slope = np.gradient(z, h)
k_test = np.sqrt(-e_test)
square = np.sum((z_slope - z**2 + k_test**2)**2) * h
left = np.sum(v_test**2) * h
right = square + 16 * k_test**3 / 3
assert abs(left / right - 1) < 2e-3            # finite-difference slopes
assert square > 0.01
print(f"asymmetric well: int V^2 = {left:.4f}, "
      f"square + 16 kappa^3/3 = {right:.4f}")

# ---- lower bound on other wells -------------------------------------------
ratios = []
for _ in range(60):
    v = np.zeros_like(x)
    for _ in range(4):
        v += rng.uniform(-4, 1) * np.exp(
            -((x - rng.uniform(-2, 2)) / rng.uniform(0.4, 2))**2)
    e0 = ground(v, h)
    if e0 < -0.1:
        ratios.append(np.sum(v**2) * h / (-e0)**1.5)
assert len(ratios) >= 20
assert min(ratios) > 16 / 3 * (1 - 1e-3)
print(f"random wells: {len(ratios)}, smallest int V^2/kappa^3 = "
      f"{min(ratios):.3f}")


def best_ratio(shape):
    def ratio(depth):
        e0 = ground(-depth * shape, h)
        return depth**2 * np.sum(shape**2) * h / (-e0)**1.5
    return minimize_scalar(ratio, bounds=(0.6, 8), method='bounded').fun


for name, shape in (("Gaussian", np.exp(-x**2)),
                    ("square", (np.abs(x) < 1).astype(float))):
    excess = best_ratio(shape) / (16 / 3) - 1
    assert excess > 0
    print(f"best {name} well costs {100 * excess:.2f} % more than sech^2")

# ---- passage formula against simulated white noise ------------------------
step, chains, burn, steps = 0.05, 8000, 500, 5000
depths = np.array([0.0, 1.0, 2.0])
q = np.ones((3, chains))
nodes = np.zeros(3)
for i in range(burn + steps):
    noise = rng.standard_normal(chains) / np.sqrt(step)     # g = 1
    q = 2 + step**2 * (noise[None, :] + depths[:, None]) - 1 / q
    if i >= burn:
        nodes += np.count_nonzero(q < 0, axis=1)
total_length = chains * steps * step
print("g = 1: states per length below -eps, simulated / passage formula")
for eps, count in zip(depths, nodes):
    formula = np.exp(log_states(eps, 1.0))
    simulated = count / total_length
    # five standard errors of counting plus 2 % for the lattice step
    assert abs(simulated / formula - 1) < 5 / np.sqrt(count) + 0.02
    print(f"  eps = {eps:.0f}: {simulated:.3e} / {formula:.3e} "
          f"({count:.0f} nodes)")

g_air = 0.7
arg = 2.0 * (2 / g_air)**(2 / 3)
ai, _, bi, _ = airy(arg)
closed = (g_air / 2)**(1 / 3) / (np.pi**2 * (ai**2 + bi**2))
assert abs(np.exp(log_states(2.0, g_air)) / closed - 1) < 1e-7

# ---- approach to the asymptotic law ---------------------------------------
print("S, -ln N / S, N / [(kappa/pi) exp(-S)]  (g = 1)")
for target in (10.0, 100.0, 1000.0):
    eps = (3 * target / 8)**(2 / 3)
    ln_n = log_states(eps, 1.0)
    pref = np.exp(ln_n + target - np.log(np.sqrt(eps) / np.pi))
    assert abs(pref - 1) < 0.5 / target
    print(f"  {target:.0f}, {-ln_n / target:.4f}, {pref:.5f}")
assert abs(-ln_n / target - 1) < 0.01


def log_density(eps, g):
    d = 1e-4 * eps
    slope = (log_states(eps - d, g) - log_states(eps + d, g)) / (2 * d)
    return np.log(slope) + log_states(eps, g)


eps = (3 * 200 / 8)**(2 / 3)
assert abs(log_density(eps, 1.0) - np.log(4 * eps / np.pi) + 200) < 5e-3

# ---- worked example: narrow amorphous oxide wire --------------------------
mass_ratio, width, sigma, corr = 0.34, 4.0, 0.040, 0.5
s = const.hbar**2 / (2 * mass_ratio * const.m_e) / const.e * 1e18
y = (np.arange(400) + 0.5) * width / 400
dy = y[1] - y[0]


def mode(n):
    return np.sqrt(2 / width) * np.sin(n * np.pi * y / width)


def overlap(n, length):
    kernel = np.exp(-(y[:, None] - y[None, :])**2 / (2 * length**2))
    f = mode(1) * mode(n)
    return f @ kernel @ f * dy**2


short = 0.05
assert abs(overlap(1, short) / (np.sqrt(2 * np.pi) * short * 1.5 / width)
           - 1) < 0.01
a1 = overlap(1, corr)
gamma = sigma**2 * np.sqrt(2 * np.pi) * corr * a1**2
g = gamma / s**2
e_scale = (gamma**2 / s)**(1 / 3)
gap12 = 3 * np.pi**2 * s / width**2
print("Example: narrow wire, rough In-Ga-Zn-O regime")
print(f"mass = {mass_ratio} m_e, width = {width} nm, spread = "
      f"{1e3 * sigma:.0f} meV, correlation length = {corr} nm")
print(f"hbar^2/2m = {s:.4f} eV nm^2")
print(f"projected noise strength gamma = {gamma:.3e} eV^2 nm")
print(f"energy scale E_g = {1e3 * e_scale:.2f} meV")
print(f"gap to second subband = {1e3 * gap12:.0f} meV")
print("|E| (meV), S, states per um below -|E|: leading, full formula")
for energy in (0.020, 0.030, 0.040):
    S = 8 / 3 * (energy / e_scale)**1.5
    lead = np.sqrt(energy / s) / np.pi * np.exp(-S) * 1e3
    full = np.exp(log_states(energy / s, g)) * 1e3
    print(f"  {1e3 * energy:.0f}, {S:.2f}, {lead:.3e}, {full:.3e}")

E = 0.030
kap = np.sqrt(E / s)
S = 8 / 3 * (E / e_scale)**1.5
dx = 0.02
xs = grid(20, dx)
v_opt = -2 * E / np.cosh(kap * xs)**2
assert abs(ground(v_opt, dx, s) / -E - 1) < 1e-3
assert abs(np.sum(v_opt**2) * dx / (2 * gamma) / S - 1) < 1e-6
rho_lead = 4 * E / (np.pi * gamma) * np.exp(-S)
rho_full = np.exp(log_density(E / s, g)) / s
print(f"At |E| = {1e3 * E:.0f} meV: well depth = {2e3 * E:.0f} meV, "
      f"1/kappa = {1 / kap:.2f} nm")
print(f"density of states per spin: leading {rho_lead:.3e}, "
      f"full {rho_full:.3e} /(eV nm)")

# ---- neglected effects at this depth --------------------------------------
# finite correlation length along the wire, sech trial function of width a
t = np.arange(-200, 201) * dx
bell = np.exp(-t**2 / (2 * corr**2)) / (np.sqrt(2 * np.pi) * corr)


def correlated(a):
    dens = 1 / (2 * a * np.cosh(xs / a)**2)
    smooth = gamma * np.convolve(dens, bell, mode='same') * dx
    pair = np.sum(dens * smooth) * dx
    need = E + s / (3 * a**2)
    return need**2 / (2 * pair), -need / pair * smooth


a_best = minimize_scalar(lambda a: correlated(a)[0], bounds=(0.5, 6),
                         method='bounded').x
S_corr, v_corr = correlated(a_best)
e_corr = ground(v_corr, dx, s)
assert -1.02 * E < e_corr < -E * (1 - 1e-3)
assert S_corr > S
print("Neglected effects at this depth")
print(f"S white noise = {S:.2f}, S with correlation length = {S_corr:.2f}")

# average second-order level shift from all higher subbands
qs = np.linspace(-16, 16, 1601)
spec = np.sqrt(2 * np.pi) * corr * np.exp(-qs**2 * corr**2 / 2)
amps = [overlap(n, corr) for n in range(1, 13)]
shift = 0.0
for n in range(1, 13):
    for m in range(1, 13):
        if n + m > 2:
            gap = (n * n + m * m - 2) * np.pi**2 * s / width**2
            integral = np.sum(spec / (gap + E + s * qs**2)) * (qs[1] - qs[0])
            shift += sigma**2 * amps[n-1] * amps[m-1] * integral / (2*np.pi)
S_shift = 8 / 3 * ((E - shift) / e_scale)**1.5
print(f"average shift from higher subbands = {-1e3 * shift:.2f} meV, "
      f"S -> {S_shift:.2f}")

# mixing of the (1,3)+(3,1) subband by the transverse shape of the well
kernel = np.exp(-(y[:, None] - y[None, :])**2 / (2 * corr**2))
profile = kernel @ mode(1)**2 * dy / a1
h13 = np.sum(mode(1) * mode(3) * profile) * dy
h33 = np.sum(mode(3)**2 * profile) * dy
xc = grid(15, 0.1)
vc = -2 * E / np.cosh(kap * xc)**2
n = len(xc)
kin = s / 0.1**2 * (2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1))
gap13 = 8 * np.pi**2 * s / width**2
couple = np.diag(np.sqrt(2) * h13 * vc)
upper = kin + np.diag(gap13 + (h33 + h13**2) * vc)
two = np.block([[kin + np.diag(vc), couple], [couple, upper]])
mixing = ground(vc, 0.1, s) - eigh(two, eigvals_only=True,
                                   subset_by_index=[0, 0])[0]
assert mixing > 0
S_mix = 8 / 3 * ((E - mixing) / e_scale)**1.5
print(f"subband mixing in the optimal well = {-1e3 * mixing:.2f} meV, "
      f"S -> {S_mix:.2f}")

band_gap = 3.0
confinement = 2 * np.pi**2 * s / width**2
mass_factor = 1 + 2 * confinement / band_gap
print(f"confinement energy = {1e3 * confinement:.0f} meV; two-band mass "
      f"factor (gap {band_gap} eV) = {mass_factor:.3f}")
print(f"  S with the heavier mass -> {S / np.sqrt(mass_factor):.2f}")
rough, rough_length = 0.1, 1.0
level_change = 2 * np.pi**2 * s * rough / width**3
gamma_rough = 2 * level_change**2 * np.sqrt(2 * np.pi) * rough_length
print(f"width roughness {rough} nm over {rough_length} nm: extra gamma = "
      f"{100 * gamma_rough / gamma:.0f} %")
print(f"  S with roughness -> {S / (1 + gamma_rough / gamma):.2f}")
centre = 2 * E * profile.max()**2
print(f"local depth at well centre = {1e3 * centre:.0f} meV = "
      f"{centre / sigma:.1f} standard deviations")
thermal = const.k * 300 / const.e
print(f"tail slope energy 2|E|/(3S) = {1e3 * 2 * E / (3 * S):.2f} meV, "
      f"kT at 300 K = {1e3 * thermal:.1f} meV")
print("PASS")
```

It prints:

```
Dimensionless checks (hbar^2/2m = 1)
sech^2 well, kappa = 1.3: level = -1.6900, -kappa^2 = -1.6900
its cost int V^2 / kappa^3 = 5.33333
asymmetric well: int V^2 = 9.9663, square + 16 kappa^3/3 = 9.9664
random wells: 60, smallest int V^2/kappa^3 = 5.373
best Gaussian well costs 0.17 % more than sech^2
best square well costs 12.95 % more than sech^2
g = 1: states per length below -eps, simulated / passage formula
  eps = 0: 1.596e-01 / 1.595e-01 (319269 nodes)
  eps = 1: 1.910e-02 / 1.902e-02 (38206 nodes)
  eps = 2: 2.325e-04 / 2.283e-04 (465 nodes)
S, -ln N / S, N / [(kappa/pi) exp(-S)]  (g = 1)
  10, 1.0736, 0.96903
  100, 0.9994, 0.99720
  1000, 0.9992, 0.99972
Example: narrow wire, rough In-Ga-Zn-O regime
mass = 0.34 m_e, width = 4.0 nm, spread = 40 meV, correlation length = 0.5 nm
hbar^2/2m = 0.1121 eV nm^2
projected noise strength gamma = 3.669e-04 eV^2 nm
energy scale E_g = 10.63 meV
gap to second subband = 207 meV
|E| (meV), S, states per um below -|E|: leading, full formula
  20, 6.88, 1.381e-01, 1.314e-01
  30, 12.64, 5.325e-04, 5.198e-04
  40, 19.46, 6.702e-07, 6.602e-07
At |E| = 30 meV: well depth = 60 meV, 1/kappa = 1.93 nm
density of states per spin: leading 3.366e-04, full 3.192e-04 /(eV nm)
Neglected effects at this depth
S white noise = 12.64, S with correlation length = 12.96
average shift from higher subbands = -1.49 meV, S -> 11.71
subband mixing in the optimal well = -0.49 meV, S -> 12.33
confinement energy = 138 meV; two-band mass factor (gap 3.0 eV) = 1.092
  S with the heavier mass -> 12.10
width roughness 0.1 nm over 1.0 nm: extra gamma = 16 %
  S with roughness -> 10.87
local depth at well centre = 97 meV = 2.4 standard deviations
tail slope energy 2|E|/(3S) = 1.58 meV, kT at 300 K = 25.9 meV
PASS
```
